# Static RPA screened interaction for closed shells: mode sum and direct inversion

For a closed-shell system with real orbitals, the static screened interaction in the random-phase approximation (RPA) is

$$W_{pq,rs}(0)=(pq|rs)-4\sum_m\frac{w_{pq}^m\,w_{rs}^m}{\Omega_m},\qquad w_{pq}^m=\sum_{ia}(pq|ia)\,(X+Y)_{ia}^m. \tag{1}$$

The sum runs over the singlet RPA modes of positive energy $\Omega_m$, with amplitudes normalized by $X^TX-Y^TY=1$. The same quantity follows from one linear solve, without any modes:

$$W(0)=v-4L\,(D+4K)^{-1}L^T. \tag{2}$$

Here $i,j$ label doubly occupied and $a,b$ empty spatial orbitals, while $p,q,r,s$ label any orbital. The bare integrals are

$$(pq|rs)=\iint \phi_p(\mathbf r)\phi_q(\mathbf r)\frac{1}{|\mathbf r-\mathbf r'|}\phi_r(\mathbf r')\phi_s(\mathbf r')\,d\mathbf r\,d\mathbf r'$$

in atomic units. The matrices are $v_{pq,rs}=(pq|rs)$, $L_{pq,ia}=(pq|ia)$, $K_{ia,jb}=(ia|jb)$, and the diagonal matrix $D$ of gaps $D_{ia}=\varepsilon_a-\varepsilon_i$, all assumed positive.

The element $W_{pq,rs}$ has a direct meaning. Place a weak test charge with density $\phi_r\phi_s$ in the system, counted in units of the electron charge. The electrons rearrange, and $W_{pq,rs}$ is the matrix element between $\phi_p$ and $\phi_q$ of the total potential, test charge plus induced Hartree potential, per unit strength. RPA means here that the electrons respond to this total electrostatic potential and to nothing else: exchange and correlation potentials stay frozen.

In the static Bethe-Salpeter equation, $-W_{ij,ab}(0)$ is the direct electron-hole term of the resonant block between pairs $ia$ and $jb$; the coupling block contains $-W_{ib,aj}(0)$ instead. The electron-hole exchange term, $2(ia|jb)$ for singlets, contains the bare interaction.

## First derivation: modes and the spectral form

**Equations of motion.** Apply a weak potential $u(\mathbf r)(e^{-i\omega t}+e^{i\omega t})$ and write each occupied orbital as

$$\phi_i(t)=e^{-i\varepsilon_it}\Big[\phi_i+\sum_a c_{ia}(t)\phi_a\Big],\qquad c_{ia}=x_{ia}e^{-i\omega t}+y_{ia}e^{i\omega t},$$

with real $x,y$, for $\omega$ away from resonance. Mixing among occupied orbitals is left out because it does not change the density at first order. Each orbital holds two electrons, so the density change is

$$\delta n=2\sum_{ia}\phi_i\phi_a(c_{ia}+c_{ia}^*)=2\sum_{ia}\phi_i\phi_a\,(x+y)_{ia}\,(e^{-i\omega t}+e^{i\omega t}). \tag{3}$$

Its Hartree potential has the matrix elements $2[K(x+y)]_{ia}$ times the same time factor. The first-order Schrödinger equation is $i\dot c_{ia}=D_{ia}c_{ia}+\delta U_{ia}$, where $\delta U$ is the total potential change. Matching the two exponentials gives

$$\omega x=Dx+2K(x+y)+u,\qquad -\omega y=Dy+2K(x+y)+u, \tag{4}$$

where $u$ now denotes the vector $u_{ia}=\langle\phi_i|u|\phi_a\rangle$. With $A=D+2K$ and $B=2K$, the homogeneous equations ($u=0$) are the usual RPA equations $AX+BY=\Omega X$ and $BX+AY=-\Omega Y$.

**Modes.** Adding and subtracting the homogeneous equations gives

$$(D+4K)(X+Y)=\Omega(X-Y),\qquad D(X-Y)=\Omega(X+Y). \tag{5}$$

Eliminate $X-Y=\Omega D^{-1}(X+Y)$, put $X+Y\propto D^{1/2}Z$, and multiply from the left by $D^{1/2}$:

$$MZ_m=\Omega_m^2Z_m,\qquad M=D^{1/2}(D+4K)D^{1/2}. \tag{6}$$

$M$ is real and symmetric, so the $Z_m$ can be chosen as a complete orthonormal set. The matrix $K$ is positive semidefinite, because $\sum c_{ia}K_{ia,jb}c_{jb}$ is twice the electrostatic energy of the charge density $\sum c_{ia}\phi_i\phi_a$. Hence $M-D^2=4D^{1/2}KD^{1/2}$ is positive semidefinite too, and no $\Omega_m$ lies below the smallest gap.

The scale is fixed by choosing

$$(X+Y)^m=\Omega_m^{-1/2}D^{1/2}Z_m,\qquad (X-Y)^m=\Omega_m^{1/2}D^{-1/2}Z_m. \tag{7}$$

This satisfies the second equation of (5). For a single mode, $X^TX-Y^TY=(X+Y)^T(X-Y)=Z_m^TZ_m=1$, which is the stated normalization.

**Driven response.** Let $s=x+y$ and $d=x-y$. The sum and the difference of equations (4) are

$$(D+4K)s-\omega d=-2u,\qquad Dd=\omega s.$$

Substitute $d=\omega D^{-1}s$ and $s=D^{1/2}t$, then multiply by $D^{1/2}$:

$$(M-\omega^2)\,t=-2D^{1/2}u.$$

Expanding in the $Z_m$ and using (7) in the form $D^{1/2}Z_m=\Omega_m^{1/2}(X+Y)^m$, one finds

$$s=-2\sum_m\frac{D^{1/2}Z_mZ_m^TD^{1/2}u}{\Omega_m^2-\omega^2}
=\sum_m(X+Y)^m(X+Y)^{mT}u\;\frac{2\Omega_m}{\omega^2-\Omega_m^2}.$$

The last factor splits into partial fractions:

$$\frac{2\Omega_m}{\omega^2-\Omega_m^2}=\frac1{\omega-\Omega_m}-\frac1{\omega+\Omega_m}.$$

**Spectral form.** Let $u$ be the potential of the test charge $\phi_r\phi_s$, so that $u_{ia}=(ia|rs)$. By (3), the induced potential has the matrix elements $2\sum_{ia}(pq|ia)s_{ia}$. Adding the bare potential gives

$$W_{pq,rs}(\omega)=(pq|rs)+2\sum_mw_{pq}^mw_{rs}^m\left[\frac1{\omega-\Omega_m+i\eta}-\frac1{\omega+\Omega_m-i\eta}\right]. \tag{8}$$

The infinitesimal $\eta>0$ is the time-ordered rule for passing the poles. At $\omega=0$ every denominator has magnitude $\Omega_m>0$, so $\eta$ can be set to zero. The bracket becomes $-1/\Omega_m-1/\Omega_m=-2/\Omega_m$, and the prefactor 2 turns this into $-4/\Omega_m$. This is equation (1). One factor of 2 comes from spin, the other from the equal resonant and antiresonant terms.

**The spin factor seen from spin orbitals.** If each spin orbital is counted separately, the prefactor in (8) is 1 instead of 2, and there are twice as many modes. Half of them can be chosen spin-even, with the amplitude $(X+Y)/\sqrt2$ in each spin channel. Their charge density is $2/\sqrt2=\sqrt2$ times the spatial one, and the product of two such densities restores the factor 2. The spin-odd modes have opposite amplitudes in the two channels, carry no charge density, and drop out. If the $\sqrt2$ is absorbed into $w$, the 4 in (1) must therefore be replaced by 2.

## Second derivation: direct inversion

This route is static from the start. Let a constant weak total potential $U$ act on the electrons. First-order perturbation theory gives

$$\delta\phi_i=-\sum_a\frac{U_{ia}}{D_{ia}}\phi_a .$$

The density change carries a factor 2 for spin and a factor 2 because either orbital in $\phi_i^2$ may be the perturbed one:

$$\delta n=4\sum_i\phi_i\,\delta\phi_i=-4\sum_{ia}\frac{U_{ia}}{D_{ia}}\,\phi_i\phi_a. \tag{9}$$

The static independent-particle response $\chi_0(0)$ thus has the weight $-4/D_{ia}$ on each occupied-empty product. In the RPA, $U$ is itself the screened potential of the test charge, $U_{ia}=W_{ia,rs}$. Total potential equals bare plus induced potential, which is the Dyson equation $W=v+v\chi_0W$:

$$W_{pq,rs}=(pq|rs)-4\sum_{ia}(pq|ia)\frac1{D_{ia}}W_{ia,rs}. \tag{10}$$

The unknowns on the right are the rows of $W$ with $pq=ia$. Collect them in a matrix $R$ with elements $R_{ia,rs}=W_{ia,rs}$. Restricting (10) to these rows gives $R=L^T-4KD^{-1}R$, or

$$(1+4KD^{-1})R=(D+4K)D^{-1}R=L^T.$$

$D$ is positive definite and $K$ positive semidefinite, so $D+4K$ is invertible and

$$D^{-1}R=(D+4K)^{-1}L^T.$$

Inserting this into (10), $W=v-4L\,D^{-1}R$, yields equation (2). No auxiliary basis is needed, because $\chi_0$ acts only through the finite set of products $\phi_i\phi_a$.

**Agreement of the two results.** By (7) and the completeness of the $Z_m$,

$$\sum_m\frac{(X+Y)^m(X+Y)^{mT}}{\Omega_m}=D^{1/2}\Big[\sum_m\frac{Z_mZ_m^T}{\Omega_m^2}\Big]D^{1/2}=D^{1/2}M^{-1}D^{1/2}.$$

Since $M^{-1}=D^{-1/2}(D+4K)^{-1}D^{-1/2}$, the right-hand side is $(D+4K)^{-1}$. Multiplying by $L$ from the left and by $L^T$ from the right turns the mode sum in (1) into (2).

## What the result implies

**One pair.** With a single occupied-empty pair, $D$ and $K$ are numbers, and (2) gives for the element $W_{ia,ia}$

$$W=K-\frac{4K^2}{D+4K}=\frac{K}{1+4K/D}. \tag{11}$$

For a wide gap, $D\gg4K$, this tends to $K-4K^2/D$, which is second-order perturbation theory. For a narrow gap, $D\ll4K$, it tends to $D/4$: the element is screened almost completely, whatever the size of $K$.

**Signs.** The matrix $v-W(0)=4L(D+4K)^{-1}L^T$ is positive semidefinite, so screening cannot increase a diagonal element $W_{pq,pq}$. Nor can it make one negative. To see this, write $v=F^TF$, which is possible because $v$ is positive semidefinite, and let $G$ contain the columns of $F$ that belong to the pairs $ia$. Then $K=G^TG$ and $L=F^TG$. With $g=2GD^{-1/2}$,

$$W(0)=F^T\big[1-g(1+g^Tg)^{-1}g^T\big]F.$$

If $\sigma$ is a singular value of $g$, the subtracted matrix has the eigenvalue $\sigma^2/(1+\sigma^2)<1$, so the bracket is positive. For an off-diagonal element such as $W_{HH,LL}$, the product $w_{HH}^mw_{LL}^m$ can have either sign, and positivity alone does not fix the direction of the change.

**Leaving out pairs.** For a vector $l$ and a positive definite matrix $N$, $l^TN^{-1}l$ is the maximum of $2l^Tz-z^TNz$ over all $z$. Fewer pairs means a maximum over fewer vectors, so the reduction of a diagonal element cannot grow. It becomes smaller or stays unchanged; it stays unchanged, for example, when symmetry decouples the omitted pair from the element. Formula (11), used as an estimate in a larger system, is therefore an upper bound to the full $W_{ia,ia}(0)$ in the same orbital space.

## Worked example: an H4 chain

Four hydrogen atoms stand in a line, 1.8 bohr apart. Orbitals and energies come from the PBE functional in the cc-pVDZ basis: 20 orbitals, 2 of them occupied, hence 36 pairs and 36 singlet modes. Let $H$ be the HOMO and $L$ the LUMO; as an orbital index, $L$ is not the matrix of equation (2). The gap is $D=0.23798$ hartree. Energies below are in hartree, with enough digits to follow the arithmetic.

**The attraction integral.** The bare value is $(HH|LL)=0.36617$. The largest contribution comes from mode 8:

$$-\frac{4\times0.08318\times0.06283}{0.94728}=-0.02207.$$

Modes 3 and 2 add $-0.00664$ and $-0.00094$. All the others together give $+0.00017$, so at least one mode does act against the reduction. The total is $-0.02948$, and

$$W_{HH,LL}(0)=0.36617-0.02948=0.33669\ \text{hartree}\quad(9.16\ \text{eV}).$$

With a factor 2 in place of 4, the result would be 0.35143. The finite-field calculation, which uses neither modes nor a response matrix, gives 0.33669.

**The transition integral.** The bare value is $(HL|HL)=0.09805$. The lowest mode, at 0.36105, dominates:

$$-\frac{4\times0.06191^2}{0.36105}=-0.04246.$$

Modes 7 and 10 add $-0.00877$ and $-0.00663$, and the rest $-0.00591$. The total is $-0.06377$, so

$$W_{HL,HL}(0)=0.09805-0.06377=0.03428\ \text{hartree}\quad(0.93\ \text{eV}).$$

The one-pair formula needs $4K/D=4\times0.09805/0.23798=1.648$ and gives $0.09805/2.648=0.03703$. This lies 8% above the full value, on the side required by the bound.

**Why the two integrals differ.** Screening removes 8% of the first integral and 65% of the second. Part of the reason can be derived. A constant potential has no matrix element between $\phi_i$ and $\phi_a$, which are orthogonal, so it induces no response. The density $\phi_L^2$ has unit charge, and any constant part of its potential over the molecule enters $(HH|LL)$ in full and is not screened. The product $\phi_H\phi_L$ has zero net charge, so a constant potential contributes nothing to $(HL|HL)$. How much of the difference this accounts for was not computed.

The two integrals are also screened by different modes. The chain has an inversion center, and $\phi_H^2$ is even under inversion. $H$ and $L$ have opposite parity here, so $\phi_H\phi_L$ is odd. A mode of definite parity can couple to one of these products but not to both. The program tests this separation: the product $w_{HH}^mw_{HL}^m$ vanishes to rounding error for every mode.

These numbers illustrate screening at this level of theory. They are not converged with respect to the basis. In aug-cc-pVTZ, $W_{HH,LL}(0)$ falls to 0.296 hartree (by 1.1 eV, or 12%) and $W_{HL,HL}(0)$ to 0.027 hartree (by 0.19 eV, or 21%), and the one-pair estimate lies 20% above the full value instead of 8%. The screened fractions change little, to 9% and 64%. The PBE gap is not a quasiparticle gap.

## What each derivation assumes

Both derivations assume real orbitals, closed shells, positive gaps and pure Hartree response. If a gap closes, $D^{-1}$ diverges and neither derivation applies as written. In an open shell the two spin channels have different pairs and gaps, and the common spin factor 2 is lost. Both results refer to the chosen finite orbital space.

The first derivation needs more: a time-dependent response, a complete set of modes and their normalization. In return it gives $W$ at all frequencies and shows what the static limit discards. Away from the poles, the contribution of mode $m$ in (8) is its static value multiplied by

$$\frac{\Omega_m^2}{\Omega_m^2-\omega^2}=1+\frac{\omega^2}{\Omega_m^2}+\dots\qquad(|\omega|<\Omega_m).$$

Each mode's contribution to the correction $v-W$ is thus close to its static value when $\omega^2\ll\Omega_m^2$. The relative change of $W$ itself can be much larger when screening removes most of the element. For one pair, (8) gives $W(\omega)=K(D^2-\omega^2)/(\Omega^2-\omega^2)$ with $\Omega^2=D(D+4K)$. This vanishes at $\omega=D$, where $\omega^2/\Omega^2=D/(D+4K)$ is small for a narrow gap. In the example, at $\omega=0.1$ hartree ($\omega^2/\Omega_1^2=0.077$), $W_{HL,HL}$ lies 11% below its static value and $W_{HH,LL}$ only 0.2% below. Which frequencies matter in a Bethe-Salpeter calculation with a dynamic kernel is a separate question. If the mode sum is cut short, a diagonal element comes out too large or unchanged, since each omitted term is zero or negative. In the example, the three listed modes alone would leave $W_{HL,HL}$ at 0.04019 instead of 0.03428.

The second derivation needs static perturbation theory and one invertible matrix. It has no mode normalization to get wrong and no sum to truncate, but it says nothing about the frequency dependence.

The match also relies on both sides using the same response. If exchange is added to $A$ and $B$, the modes describe electrons that respond to more than the electrostatic potential. Their sum then no longer equals the inversion with weights $-4/D_{ia}$ and the bare Coulomb interaction.

The numerical check compares (1) with a Dyson solution over all ordered orbital pairs, with a spin-orbital mode sum, and with the finite-field definition of $W$.

## Calculated quantities

```
H-H spacing: 1.8 bohr
orbitals: 20, occupied: 2, pairs (= singlet modes): 36
HOMO energy: -0.28127 hartree
LUMO energy: -0.04328 hartree
HOMO-LUMO gap D: 0.23798 hartree
lowest RPA mode: 0.36105 hartree
--- element HH,LL ---
bare v: 0.36617 hartree = 9.964 eV
mode 8: Omega 0.94728, w_left 0.08318, w_right 0.06283, term -0.02207 hartree
mode 3: Omega 0.55801, w_left 0.03626, w_right 0.02555, term -0.00664 hartree
mode 2: Omega 0.46422, w_left 0.02410, w_right 0.00451, term -0.00094 hartree
all other modes: 0.00017 hartree
sum over all modes: -0.02948 hartree
screened W(0): 0.33669 hartree = 9.162 eV
ratio W(0)/v: 0.9195
--- element HL,HL ---
bare v: 0.09805 hartree = 2.668 eV
mode 1: Omega 0.36105, w_left 0.06191, w_right 0.06191, term -0.04246 hartree
mode 7: Omega 0.85672, w_left 0.04335, w_right 0.04335, term -0.00877 hartree
mode 10: Omega 1.05289, w_left 0.04176, w_right 0.04176, term -0.00663 hartree
all other modes: -0.00591 hartree
sum over all modes: -0.06377 hartree
screened W(0): 0.03428 hartree = 0.933 eV
ratio W(0)/v: 0.3496
HH,LL if factor 2 replaced 4: 0.35143 hartree
HH,LL from finite field: 0.33669 hartree
--- one-pair model, HOMO-LUMO pair only ---
Omega: 0.38726 hartree, w: 0.07686 hartree
W_HL,HL: 0.03703 hartree
--- largest deviations from the mode sum ---
Dyson inversion, zero frequency: 1.2e-15 hartree
Dyson inversion, frequency 0.7i hartree: 8.6e-16 hartree
spin-orbital sum: 1.0e-15 hartree
finite field, step 2e-04: 5.3e-12 hartree
spin-orbital modes: 72, with charge density: 36
smallest eigenvalue of W(0): -1.0e-14 hartree
smallest eigenvalue of v - W(0): -1.1e-13 hartree
largest |w_HH w_HL| of any mode: 2.1e-16 hartree^2
```
